\section*{Zeldovich factor of a circular two-dimensional nucleus of 20 atoms}

\section*{Question}

I am working on nucleation of one-layer islands in epitaxy and am stuck on this exercise: a circular two-dimensional critical nucleus has 20 atoms and a barrier of 0.8 eV at 800 K; show that the Zeldovich factor is about 0.048.

The definition I have is
\begin{equation}
Z=\sqrt{\frac{-G''(n^*)}{2\pi kT}},
\label{eq:def}
\end{equation}
where $G(n)$ is the free energy of an island of $n$ atoms and $n^*$ is the critical size. Three things stop me.

\begin{enumerate}
\item I need a second derivative, but I am given neither the step energy nor the supersaturation.
\item A formula in my notes, $Z=(1/n^*)\sqrt{G^*/(3\pi kT)}$, gives 0.055 and not 0.048.
\item If $Z$ really is 0.048, then $1/Z$ is about 21 atoms, as large as the nucleus itself. How can a parabola at the top of the barrier be trusted over such a range? And does $Z$ mean that only 5\% of critical nuclei go on to grow?
\end{enumerate}

\section*{Answer}

\subsection*{The size and the barrier fix the curvature}

Take a flat circular island of radius $r$. Let $\gamma$ be the step free energy per length, $\Omega$ the area per atom, and $\Delta\mu>0$ the free energy gained when one atom moves from the supersaturated adatom population into a large island. Then
\begin{equation}
G(n)=2\pi r\gamma-n\Delta\mu,\qquad \pi r^2=n\Omega .
\end{equation}
The second relation gives $r=\sqrt{n\Omega/\pi}$, so the perimeter is $2\pi r=2\sqrt{\pi\Omega n}$ and
\begin{equation}
G(n)=A\sqrt n-n\Delta\mu,\qquad A=2\gamma\sqrt{\pi\Omega}.
\label{eq:G}
\end{equation}
I treat $n$ as continuous and hold $\gamma$, $\Delta\mu$ and $T$ constant. The barrier $G^*=G(n^*)$ is measured from the zero of this formula, $G(0)=0$. That choice matters, as shown further down.

At the maximum the first derivative vanishes:
\begin{equation}
\frac{A}{2\sqrt{n^*}}-\Delta\mu=0
\quad\Rightarrow\quad A=2\Delta\mu\sqrt{n^*}.
\end{equation}
Putting this $A$ into Eq.~\eqref{eq:G} at $n=n^*$ gives
\begin{equation}
G^*=2\Delta\mu\,n^*-\Delta\mu\,n^*=n^*\Delta\mu .
\label{eq:barrier}
\end{equation}
So your two data do contain the driving force: $\Delta\mu=0.8/20=0.040$ eV per atom. They also give $A=2G^*/\sqrt{n^*}$. The second derivative of Eq.~\eqref{eq:G} comes from the edge term alone:
\begin{equation}
G''(n^*)=-\frac{A}{4(n^*)^{3/2}}=-\frac{G^*}{2(n^*)^2}.
\end{equation}
It is negative, as it must be at a maximum. Inserting it in Eq.~\eqref{eq:def},
\begin{equation}
Z=\sqrt{\frac{G^*}{2(n^*)^2}\,\frac{1}{2\pi kT}}
=\frac1{n^*}\sqrt{\frac{G^*}{4\pi kT}} .
\label{eq:Z}
\end{equation}

At 800 K, $kT=0.06894$ eV, so $G^*/kT=11.605$. Division by $4\pi$ gives 0.9235, whose square root is 0.9610. Therefore
\begin{equation}
Z=\frac{0.9610}{20}=0.048 .
\end{equation}

Equation~\eqref{eq:barrier} also shows how $Z$ behaves when the supersaturation changes. At fixed $\gamma$ and $T$, $n^*=(A/2\Delta\mu)^2\propto\Delta\mu^{-2}$ and $G^*=n^*\Delta\mu\propto\Delta\mu^{-1}$, so $Z\propto\Delta\mu^{2}\,\Delta\mu^{-1/2}=\Delta\mu^{3/2}$. Close to equilibrium the critical island is large, the top of the barrier is flat, and $Z$ tends to zero.

\subsection*{Where the $3\pi$ comes from}

Let the boundary energy grow as $n^p$ with $0<p<1$, so that $G=Bn^p-n\Delta\mu$. The condition $G'(n^*)=0$ reads $pB(n^*)^{p-1}=\Delta\mu$. Hence $B(n^*)^p=n^*\Delta\mu/p$, and
\begin{align}
G^*&=n^*\Delta\mu\left(\frac1p-1\right)=\frac{1-p}{p}\,n^*\Delta\mu,\\
G''(n^*)&=p(p-1)B(n^*)^{p-2}=-(1-p)\frac{\Delta\mu}{n^*}
=-\frac{p\,G^*}{(n^*)^2}.
\end{align}
The definition then gives
\begin{equation}
Z=\frac1{n^*}\sqrt{\frac{p\,G^*}{2\pi kT}} .
\end{equation}
The perimeter of a flat island has $p=1/2$, which gives $4\pi$. The surface of a compact three-dimensional nucleus has $p=2/3$, which gives $3\pi$ and, for the same $n^*$ and $G^*$, $Z=0.055$. The formula in your notes is the three-dimensional one.

\subsection*{What $Z$ does in the nucleation rate}

To judge the parabola we need the quantity it approximates. Let islands change size by one atom at a time, with attachment rate $b(n)$ and detachment rate $a(n)$. If $c(n)$ is the population of size $n$, the net current from $n$ to $n+1$ is
\begin{equation}
J=b(n)c(n)-a(n+1)c(n+1).
\end{equation}
Define reference populations $N(n)\propto e^{-G(n)/kT}$, those for which every such current would vanish. Detailed balance then reads $a(n+1)N(n+1)=b(n)N(n)$. With $u(n)=c(n)/N(n)$,
\begin{equation}
J=b(n)N(n)\,[u(n)-u(n+1)] .
\end{equation}
In the steady state $J$ is the same at every size. Divide by $b(n)N(n)$ and sum over $n$. The differences of $u$ telescope from $u=1$ at the single atom to $u=0$ at a large size where islands are counted as grown:
\begin{equation}
J\sum_n\frac1{b(n)N(n)}=1 .
\end{equation}
Taking out the value at the critical size gives $J=Z\,b(n^*)N(n^*)$ with
\begin{equation}
\frac1Z=\sum_n w(n),\qquad
w(n)=\frac{b(n^*)}{b(n)}\,e^{[G(n)-G^*]/kT}.
\label{eq:sum}
\end{equation}
This sum is the full $Z$ of the one-atom-at-a-time model. Equation~\eqref{eq:def} follows from it by three approximations: constant $b$, a parabola for $G$, and an integral over all $x=n-n^*$ in place of the sum. Indeed
\begin{equation}
\int_{-\infty}^{\infty}e^{-|G''(n^*)|x^2/2kT}\,dx
=\sqrt{\frac{2\pi kT}{|G''(n^*)|}} .
\end{equation}

\subsection*{Why the parabola gives the right number here}

Your suspicion about its shape is justified. At a distance $1/(2Z)=10.4$ atoms from the top, the parabola has dropped by
\begin{equation}
\frac{|G''(n^*)|}{2kT}\,\frac1{4Z^2}=\frac{\pi}{4}=0.785
\end{equation}
in units of $kT$. The true drop is $1.10\,kT$ on the small side and $0.63\,kT$ on the large side. The area under the curve nevertheless comes out right. For constant $b$ or $b\propto n^{2/3}$ the two sides compensate to about 1\% for the three-dimensional exponent $p=2/3$ as well, but for the square-root edge energy the agreement is almost exact and can be shown in closed form. With $A=2\Delta\mu\sqrt{n^*}$ and $\Delta\mu=G^*/n^*$,
\begin{align}
G^*-G(n)&=G^*\left[1-2\sqrt{\frac n{n^*}}+\frac n{n^*}\right]\nonumber\\
&=G^*\left(1-\sqrt{\frac n{n^*}}\right)^2 .
\label{eq:square}
\end{align}
The barrier is a perfect parabola in the radius, though not in the number of atoms. Put $s=\sqrt{n/n^*}$, so $dn=2n^*s\,ds$, and write $g=G^*/kT$.

Suppose first that attachment is proportional to the edge length, $b\propto\sqrt n$. Then $b(n^*)/b(n)=1/s$ cancels the $s$ in $dn$, and the integral form of Eq.~\eqref{eq:sum} is
\begin{align}
\frac1Z&=2n^*\int_0^\infty e^{-g(s-1)^2}ds\nonumber\\
&=n^*\sqrt{\frac{\pi}{g}}\left[1+\operatorname{erf}\sqrt g\right]
\simeq 2n^*\sqrt{\frac{\pi}{g}} .
\end{align}
The last expression is the inverse of Eq.~\eqref{eq:Z}. The neglected part is exponentially small for $g\gg1$, and here $g=11.6$.

For constant $b$ the factor $s$ survives. Write it as $1+(s-1)$. The first part repeats the integral above, and the second adds
\begin{equation}
2n^*\int_0^\infty(s-1)e^{-g(s-1)^2}ds=\frac{n^*}{g}\,e^{-g},
\end{equation}
which is again negligible. The excess on the large side of the barrier compensates the deficit on the small side.

The agreement is not automatic. If $b\propto n$, the integrand carries $1/s=1-(s-1)+(s-1)^2-\dots$, and the mean of $(s-1)^2$ over the Gaussian is $1/(2g)=0.043$. So $1/Z$ should rise by about 4\%. (The integral of $1/s$ diverges logarithmically at $s=0$ and must be cut off near one atom, so the series is asymptotic; the cutoff enters with a weight of order $e^{-g}$ and does not change this estimate.)

Solving the steady rate equations numerically for integer sizes, without replacing the sum by an integral, gives $Z=0.0480$ for both constant $b$ and $b\propto\sqrt n$. For $b\propto n$ it gives 0.0458, which means that $1/Z$ is 5\% larger; the next term of the series, $3/(4g^2)=0.006$, accounts for most of the difference from 4\%.

\subsection*{$Z$ is not the chance of growing}

Summing the current equation from $n^*$ upwards gives $u(n^*)=Z\sum_{n\ge n^*}w(n)$. For $b\propto\sqrt n$ the integrand in $s$ is symmetric about $s=1$, so the integral over the upper half is $1/(2Z)$. The sum includes the whole term $w(n^*)=1$, of which the integral counts half. Thus
\begin{equation}
u(n^*)\simeq Z\left(\frac1{2Z}+\frac12\right)=\frac12+\frac Z2=0.524,
\end{equation}
and the numerical solution also gives 0.524. The population at the critical size is about half its reference value.

Now let $h(n)$ be the probability that an island of $n$ atoms reaches the large size before it shrinks to a single atom. The next event is a gain or a loss, so
\begin{equation}
b(n)[h(n+1)-h(n)]=a(n)[h(n)-h(n-1)].
\end{equation}
Multiply by $N(n)$ and use $a(n)N(n)=b(n-1)N(n-1)$: the product $b(n)N(n)[h(n+1)-h(n)]$ is the same for all $n$. This is the equation obeyed by $1-u$, with the same end values 0 and 1, so $h=1-u$. For $b\propto\sqrt n$ a 20-atom island therefore grows with probability 0.48, not 0.05. The value depends on the attachment law: it is 0.39 for constant $b$ and 0.56 for $b\propto n$.

The factor $Z$ is small because an island near the top gains and loses atoms many times before its fate is settled, and most attachments at $n^*$ are undone. Its inverse measures the width of the region where this happens. From Eq.~\eqref{eq:square}, $G$ lies within $kT$ of the top for $|s-1|<1/\sqrt g$, that is, from 10.0 to 33.5 atoms. This width, $4n^*/\sqrt g=23.5$ atoms, is comparable with $1/Z=20.8$ atoms.

\subsection*{How firm is 0.048?}

\textbf{Zero of energy.} Equation~\eqref{eq:G} assigns a single atom $G(1)=0.318$ eV. If the quoted 0.8 eV is instead $G^*-G(1)$, Eq.~\eqref{eq:square} requires
\begin{equation}
G^*=\frac{0.8\ \text{eV}}{(1-1/\sqrt{20})^2}=1.327\ \text{eV}.
\end{equation}
With $n^*=20$ held fixed, $Z$ becomes 0.062. The value 0.048 belongs to the barrier counted from $G(0)=0$.

\textbf{Shape.} Any fixed shape has a perimeter proportional to $\sqrt n$, so Eq.~\eqref{eq:Z} holds for it with its own $n^*$ and $G^*$. If instead $\gamma$ and $\Delta\mu$ are held fixed, a shape of perimeter $P$ and area $S$ multiplies $A$ by $\sqrt q$, where $q=P^2/(4\pi S)$. Both $n^*\propto A^2$ and $G^*=n^*\Delta\mu$ then grow by $q$, and $Z$ changes by $\sqrt q/q=1/\sqrt q$. A regular hexagon has $n^*=22$, $G^*=0.88$ eV and $Z=0.046$. An equilateral triangle has $n^*=33$, $G^*=1.32$ eV and $Z=0.037$.

\textbf{Discrete edges.} I also took islands on a triangular lattice, keeping only the most compact shape of each size and using its energy in place of a free energy, with a cost of 0.0507 eV per missing neighbour, fitted to the smooth edge energy for 1 to 60 atoms. An added atom with three contacts leaves the number of missing neighbours unchanged, and $G$ falls by $\Delta\mu=0.040$ eV. An atom with two contacts adds two missing neighbours, and $G$ rises by $2(0.0507)-0.040=0.061$ eV. In this minimum-energy model the barrier is therefore a sawtooth. Its highest point is 0.844 eV at 22 atoms, and Eq.~\eqref{eq:sum} referred to that point, with $b\propto\sqrt n$, gives an effective $Z$ of 0.074. It is larger because the troughs between the teeth lie 40 to 100 meV below the highest point and add less to the sum, even though other teeth come close to it (the one at 17 atoms is only 3 meV lower). The higher barrier works the other way: at the same $\Delta\mu$ and the same prefactors of $b$ and $N$, the nucleation rate is 0.86 of the smooth-island rate (from 0.76 for a fit over 1 to 150 atoms to 0.98 for a fit over 15 to 25 atoms). Equal prefactors of $N$ do not mean equal adatom densities, because $G(1)$ is 0.264 eV on the lattice and 0.318 eV for the smooth island; at equal $N(1)$ the ratio is 0.39. A $Z$ should thus be used with the barrier it was derived from. The sawtooth itself is not the free energy of this lattice at 800 K. The cost per missing neighbour is below $kT$, so many less compact shapes of each size are populated. When all connected shapes are summed with their Boltzmann weights, the teeth near 20 atoms are smoothed away to within a few meV and the edge free energy falls well below the edge energy: about 1.0 eV against 1.6 eV at 20 atoms, which moves the top of $G$ to about 6 atoms and 0.43 eV. The value 0.074 shows how a jagged barrier would act on $Z$ when edges stay compact, which needs a cost well above $kT$; it is not an estimate for these conditions.

\textbf{Temperature and barrier.} At fixed $n^*$ and $G^*$, $Z\propto T^{-1/2}$: it is 0.050 at 750 K and 0.047 at 850 K. Raising the barrier by 0.05 eV at 800 K, with $n^*$ and the other prefactors fixed, changes $Z$ only to 0.050 but halves the nucleation rate through $e^{-G^*/kT}$. For a rate, the barrier deserves the effort.

\subsection*{Beside a real surface}

Germanium (111) gives a sense of scale. With a lattice constant of roughly $a=0.57$ nm, a surface cell of area $\sqrt3a^2/4$ holds two atoms of the double layer, so $\Omega=\sqrt3a^2/8\approx0.07$ nm$^2$. The critical radius is then $r^*=\sqrt{20\,\Omega/\pi}\approx0.7$ nm. Since $A\sqrt{n^*}=2\pi r^*\gamma=2G^*$, the step free energy is $\gamma=G^*/(\pi r^*)\approx0.4$ eV/nm. This follows from the exercise's round numbers and is not a measured property of germanium. For a dilute, ideal adatom population, $\Delta\mu=0.040$ eV means a supersaturation ratio of $e^{\Delta\mu/kT}=1.8$, a gentle driving force; at fixed $\gamma$, a stronger one makes the critical island smaller and the continuous treatment worse. The radius is already little more than one lattice constant, so a smooth circular edge is a strained assumption. At the same $\gamma$ and $\Delta\mu$ the faceted shapes above lower $Z$ to as little as 0.037, with a larger $n^*$ and $G^*$. The lattice value 0.074 leaves out shape entropy, and the triangular lattice is a generic model and not the germanium double layer. Edge reconstruction, elastic interaction, adsorbed species from the growth gas and depletion of adatoms around islands are not included or sized here. For a real surface I would read the result as a few hundredths; 0.048 is the value for the circular model you were given. The numerical output below lists the main values used.

\section*{Computed values}
\begin{verbatim}
Critical size n*: 20 atoms
Barrier G*: 0.80 eV
Temperature: 800 K
Rough Ge lattice constant: 0.566 nm
kT: 0.06894 eV
G*/kT: 11.605
G*/(4 pi kT): 0.9235
Its square root: 0.9610
Z, formula: 0.04805
Z, numerical curvature: 0.04805
G''(n*), numerical: -0.001000 eV
Area per atom: 0.0694 nm2
Critical radius: 0.664 nm
Driving force dmu: 0.0400 eV per atom
Supersaturation ratio exp(dmu/kT): 1.786
Step free energy gamma: 0.383 eV/nm
Z, integral, constant rate: 0.04805
Z, integral, rate as sqrt(n): 0.04805
Z, master eq., constant rate: 0.04805
Z, master eq., rate as sqrt(n): 0.04805
Z, master eq., rate as n: 0.04575
Population/equilibrium at n*, sqrt(n) rate: 0.524
1/Z: 20.81 atoms
Within kT of top, from: 9.98 atoms
Within kT of top, to: 33.47 atoms
Width within kT of top: 23.48 atoms
Half of 1/Z: 10.41 atoms
Drop there, parabola: 0.785 kT
True drop, smaller side: 1.097 kT
True drop, larger side: 0.630 kT
Z, 3D nucleus, same n* and G*: 0.05548
Hexagon n*: 22.05 atoms
Hexagon barrier: 0.882 eV
Hexagon Z: 0.04576
Triangle n*: 33.08 atoms
Triangle barrier: 1.323 eV
Triangle Z: 0.03736
Capillary G(1): 0.318 eV
G* if 0.8 eV counts from one atom: 1.327 eV
Z in that convention: 0.06189
Lattice cost per missing neighbour: 0.0507 eV
Lattice island, size at top: 22 atoms
Lattice island, barrier: 0.844 eV
Lattice island, effective Z: 0.0743
Rate, lattice/smooth island: 0.856
Z at 750 K, same n* and G*: 0.04962
Z at 850 K, same n* and G*: 0.04661
Barrier error considered: 0.05 eV
Z with barrier raised by it: 0.04953
Rate factor from it, same n*: 0.499
\end{verbatim}
